\section*{Functional-driven and density-driven parts of a density-functional barrier error}

\section{A barrier with two sources of error}

When a precursor molecule passes a ligand from one centre to another, the rate depends on the energy difference between the barrier structure and the reactant. An approximate density functional can get this difference wrong in two ways. It may assign a wrong energy to a correct electron density, and it may settle on a wrong density. The first fault calls for a better functional; the second might be cured by supplying a better density to the same functional. To separate them we must say which density enters each energy.

Let $X=R$ denote the reactant and $X=\ddagger$ the barrier structure. Both have fixed geometries, used at every level of theory. At each geometry $E_X$ is the exact electronic ground-state energy plus nuclear repulsion, and $n_X$ is the exact ground-state density. The exact barrier is $\mathcal B=E_\ddagger-E_R$.

The approximate energy functional is
\begin{equation}
\tilde E_X[n]=T_s[n]+\int v_Xn\,d\mathbf r+U[n]+\tilde E_{xc}[n]+E^{\rm nuc}_X .
\end{equation}
Here $T_s[n]$ is the smallest kinetic energy of non-interacting electrons with density $n$, $v_X$ is the nuclear potential energy of an electron, and $U$ is the Hartree energy. The self-consistent density $\tilde n_X$ minimizes $\tilde E_X$ at the given electron number. We assume that $n_X$ is also the non-degenerate ground-state density of some non-interacting system, so that its Kohn--Sham potential exists.

\section{The partition}

For one structure, add and subtract $\tilde E_X[n_X]$:
\begin{align}
\tilde E_X[\tilde n_X]-E_X
&=\underbrace{\tilde E_X[n_X]-E_X}_{\Delta_F E_X}
+\underbrace{\tilde E_X[\tilde n_X]-\tilde E_X[n_X]}_{\Delta_D E_X}.
\end{align}
Subtracting the reactant equation from that of the barrier structure gives $\tilde{\mathcal B}-\mathcal B=\Delta_F\mathcal B+\Delta_D\mathcal B$, with
\begin{align}
\Delta_F\mathcal B&=(\tilde E_\ddagger[n_\ddagger]-E_\ddagger)-(\tilde E_R[n_R]-E_R),\label{F}\\
\Delta_D\mathcal B&=(\tilde E_\ddagger[\tilde n_\ddagger]-\tilde E_\ddagger[n_\ddagger])
-(\tilde E_R[\tilde n_R]-\tilde E_R[n_R]).\label{D}
\end{align}

The densities to be supplied are therefore these.
\begin{itemize}
\item The functional-driven part needs the exact density of each structure, together with the exact energies. No self-consistent density enters.
\item The density-driven part needs both the exact and the self-consistent density of each structure, all inserted in the same approximate functional. No exact energy enters.
\end{itemize}
For a functional of the two spin densities, ``density'' means the pair of spin densities throughout.

The partition rests on a choice. With the exact functional $E_X[n]$ one could instead write
\begin{equation}
\tilde E_X[\tilde n_X]-E_X=(\tilde E_X[\tilde n_X]-E_X[\tilde n_X])+(E_X[\tilde n_X]-E_X[n_X]).
\end{equation}
The last bracket is now non-negative, and the exact functional is needed at a density that is not the exact ground-state density. We keep (\ref{F}) and (\ref{D}), which need the exact energy at $n_X$ alone.

If the approximate method also uses its own geometries, a third term appears: its self-consistent barrier at those geometries minus its self-consistent barrier at the common ones.

\section{What evaluation on the exact density means}

Let $T$ and $\langle V_{ee}\rangle$ be expectation values in the exact wavefunction. Then
\begin{equation}
E=T+\int vn+\langle V_{ee}\rangle+E^{\rm nuc}
=T_s[n]+\int vn+U[n]+E_{xc}[n]+E^{\rm nuc},
\end{equation}
which defines
\begin{equation}
E_{xc}[n]=(T-T_s[n])+(\langle V_{ee}\rangle-U[n]).
\end{equation}
Subtract $E$ from $\tilde E[n]$ at the same density. The terms $T_s$, $\int vn$, $U$ and $E^{\rm nuc}$ cancel, leaving
\begin{equation}
\Delta_FE=\tilde E_{xc}[n]-E_{xc}[n].\label{Fxc}
\end{equation}

This cancellation requires the Kohn--Sham kinetic energy of the exact density, not the interacting $T$. The exact wavefunction is one of the states that yield $n$, and under our assumption $T_s[n]$ is the minimum of the kinetic energy over such states. Hence $T-T_s[n]\ge0$. Using $T$ by mistake raises $\tilde E[n]$ by this amount, and the barrier part changes by the difference of two such amounts. In general one must find the Kohn--Sham orbitals belonging to $n$ by inversion.

For a hybrid, whose exchange depends on orbitals, $\tilde E[n]$ must first be made a density functional. We define it as the minimum of the hybrid energy over determinants that yield $n$.

\section{Sign and size of the density-driven part}

Since $\tilde n_X$ minimizes $\tilde E_X$ and $n_X$ is an admissible density,
\begin{equation}
\Delta_DE_X\le0 .
\end{equation}
The barrier part is a difference of two non-positive numbers. It is positive when the density-driven lowering is larger in the reactant, and negative in the opposite case.

To see what drives it, compare Euler equations. At the exact density,
\begin{equation}
\frac{\delta T_s}{\delta n}+v+v_H+v_{xc}=\mu ,
\end{equation}
where $v_H$ is the Hartree potential and $v_{xc}=\delta E_{xc}/\delta n$. Replacing the exact exchange-correlation potential by $\tilde v_{xc}=\delta\tilde E_{xc}/\delta n$ gives
\begin{equation}
\left.\frac{\delta\tilde E}{\delta n}\right|_{n}=\mu+\tilde v_{xc}[n]-v_{xc}[n].\label{grad}
\end{equation}
Unless the two potentials differ by a constant, the exact density is not stationary for the approximate functional.

Now put $n_t=n+t(\tilde n-n)$ and $g(t)=\tilde E[n_t]$, for $0\le t\le1$. Each $n_t$ is non-negative and has the right electron number. Where $\tilde E$ is differentiable along the path, the chain rule gives
\begin{equation}
\Delta_DE=g(1)-g(0)=\int_0^1dt\int(\tilde n-n)
\left.\frac{\delta\tilde E}{\delta n}\right|_{n_t}d\mathbf r .\label{line}
\end{equation}

When $\tilde n$ is close to $n$, the curve is nearly a parabola with its minimum at $t=1$:
\begin{equation}
g(t)\simeq g(1)+\tfrac12g''(1)(1-t)^2,\qquad \Delta_DE\simeq-\tfrac12g''(1).\label{parab}
\end{equation}
The density-driven error is then of second order in the density error.

\section{Supplying a substitute density}

Exact densities are rarely available, and a Hartree--Fock density may be put in their place. Let the substitute be $n'=n+\eta$ with $\int\eta\,d\mathbf r=0$. The apparent parts are
\begin{align}
\Delta_F'E&=\tilde E[n']-E=\Delta_FE+S,\\
\Delta_D'E&=\tilde E[\tilde n]-\tilde E[n']=\Delta_DE-S,
\end{align}
with $S=\tilde E[n']-\tilde E[n]$. The sum is unchanged, so a correct total error says nothing about the quality of $n'$. By (\ref{grad}), and because the constant $\mu$ integrates to zero against $\eta$,
\begin{equation}
S=\int(\tilde v_{xc}[n]-v_{xc}[n])\,\eta\,d\mathbf r+O(\eta^2).\label{shift}
\end{equation}

The parabola (\ref{parab}) gives a simple limiting case. Suppose the substitute lies a fraction $\kappa$ of the way from $n$ to $\tilde n$. Then
\begin{equation}
\Delta_D'E\simeq-\tfrac12g''(1)(1-\kappa)^2=(1-\kappa)^2\Delta_DE .
\end{equation}
With $\kappa=0.1$ the apparent density-driven error is already 19\% too small in magnitude. On the segment between the two densities, a substitute recovers more than half of the density-driven error only if $\kappa<1-1/\sqrt2\approx0.29$.

Hartree--Fock orbitals bring a further point. Their kinetic energy is at least $T_s[n_{\rm HF}]$, because they form one of the determinants that yield $n_{\rm HF}$. For two electrons in one doubly occupied orbital the two are equal.

\section{A model in which the exact densities are known}

Consider two electrons in a singlet state, moving in one dimension among three unit positive charges. Every interaction is softened with length $a$:
\begin{equation}
H=\sum_{i=1}^2\Big[-\frac{\hbar^2}{2m}\partial_i^2-\sum_{A=1}^3w(x_i-X_A)\Big]
+w(x_1-x_2)+\sum_{A<B}w(X_A-X_B),
\end{equation}
with $w(u)=e^2/\sqrt{u^2+a^2}$ and $a=a_0=\hbar^2/(me^2)$. The outer charges are fixed at $\pm4a_0$, and the middle one is transferred between them. The model illustrates the partition only. At the two structures studied below it is a strongly correlated two-electron diradical, with the triplet about 0.1 to 0.2 eV above the singlet, and the signs and sizes of its errors should not be carried over to real ligand-transfer barriers.

\subsection*{Kinetic energy without inversion}

Two non-interacting electrons in a singlet ground state share one nodeless orbital, so $n=2\phi^2$ and $\phi=\sqrt{n/2}$. Then $\phi'=n'/(2\sqrt{2n})$, where the prime is a derivative in $x$, and
\begin{equation}
T_s[n]=2\,\frac{\hbar^2}{2m}\int\phi'^2dx=\frac{\hbar^2}{8m}\int\frac{n'^2}{n}\,dx .
\end{equation}
For the derivative, vary $\phi$ and integrate by parts: $\delta T_s=-(2\hbar^2/m)\int\phi''\delta\phi\,dx$. With $\delta n=4\phi\,\delta\phi$,
\begin{equation}
\frac{\delta T_s}{\delta n}=-\frac{\hbar^2}{2m}\frac{\phi''}{\phi}.
\end{equation}
The exact Euler equation then yields $v_{xc}$ up to a constant.

\subsection*{Local exchange}

The approximation is local-density exchange without correlation. In a uniform unpolarized gas $k_F=\pi n/2$, and the one-particle density matrix is
\begin{equation}
\gamma(u)=2\int_{-k_F}^{k_F}\frac{dk}{2\pi}e^{iku}=\frac{2\sin k_Fu}{\pi u}.
\end{equation}
The exchange energy per length is
\begin{equation}
e_x(n)=-\frac14\int\gamma^2w\,du=-\frac1{\pi^2}\int\frac{\sin^2(\pi nu/2)}{u^2}\,w(u)\,du .
\end{equation}
Differentiating twice with respect to $n$,
\begin{align}
e_x'(n)&=-\frac1{2\pi}\int\frac{\sin(\pi nu)}{u}\,w(u)\,du,\\
e_x''(n)&=-\frac12\int\cos(\pi nu)\,w(u)\,du=-e^2K_0(\pi na),
\end{align}
where $\int_{-\infty}^{\infty}\cos(qu)/\sqrt{u^2+a^2}\,du=2K_0(qa)$ was used. Both $e_x$ and $e_x'$ vanish at $n=0$. With $z=\pi na$, one integration gives the potential:
\begin{equation}
\tilde v_x=e_x'=-\frac{e^2}{\pi a}\int_0^zK_0(t)\,dt .
\end{equation}
The second is done by parts, $e_x=n\tilde v_x-\int_0^n\nu\,e_x''(\nu)\,d\nu$. Since $(tK_1)'=-tK_0$ and $tK_1\to1$ as $t\to0$,
\begin{equation}
e_x=n\tilde v_x+\frac{e^2}{(\pi a)^2}\,[1-zK_1(z)].
\end{equation}
This agrees with direct quadrature of the exchange integral at the two densities tested.

\section{Reading the numbers}

The two-electron Schr\"odinger equation is solved on a grid. The exact curve has a local minimum with the middle charge near $-1.75a_0$, and this rounded position is taken as the reactant. The density-driven error of the reactant changes by about 0.01 eV for each $0.01a_0$ of displacement, so the digits below refer to this fixed position. The symmetric midpoint is stationary by symmetry, and the energy falls when the charge is displaced from it. The exact barrier is
\begin{equation}
\mathcal B=-39.878-(-40.612)=0.73\ \text{eV}.
\end{equation}
Self-consistent local exchange, taken at the lowest minimum found from three starting densities for each structure, gives 1.70 eV, an error of $+0.96$ eV relative to the exact barrier of the model. The functional is spin-unpolarized: both electrons share one orbital.

\subsection*{The two parts}

In the reactant, (\ref{Fxc}) gives $\Delta_FE_R=-12.198+17.110=4.91$ eV. At the barrier structure it gives $\Delta_FE_\ddagger=-10.875+14.879=4.00$ eV. These errors include the whole of the missing correlation, 5.87 eV and 4.10 eV when measured from the two-electron exact exchange $-U/2$; the exchange errors are $-0.96$ eV and $-0.10$ eV. The density-driven errors are $-2.25$ eV and $-0.38$ eV. Hence
\begin{align}
\Delta_F\mathcal B&=4.005-4.912=-0.91\ \text{eV}\quad(-87.5\ \text{kJ/mol}),\\
\Delta_D\mathcal B&=-0.383+2.252=+1.87\ \text{eV}\quad(180.4\ \text{kJ/mol}).
\end{align}
Their sum is the total error of 0.96 eV (92.9 kJ/mol). The parts have opposite signs, and the density-driven part is about twice the total. On the exact densities the functional gives a barrier of $-0.17$ eV: it places the midpoint below the reactant. The exact density does not rescue this functional; it exposes an error that the self-consistent density had more than offset. The size of the offset depends on the spin restriction. If the same local exchange is allowed different orbitals for the two spins, the self-consistent solution breaks spin symmetry and the barrier becomes 0.79 eV. The functional-driven part is unchanged, since the exact spin densities are both $n/2$, but the density-driven part falls to $+0.96$ eV and the total error to 0.05 eV.

The line integral (\ref{line}) reproduces both density-driven errors within the test tolerance. Using $T$ instead of $T_s[n]$ would shift the functional-driven part by $(3.4236-2.5611)-(5.0084-4.6207)=0.4748$ eV, or 0.47 eV, about half its magnitude.

\subsection*{Where the densities differ}

The mean electron position in the reactant is $0.21a_0$ for the exact density, $-1.38a_0$ for local exchange and $-2.02a_0$ for Hartree--Fock. Throughout this model, Hartree--Fock means the restricted method, in which both electrons share one orbital; its densities are also the lowest minima found from three starts. A rough reading assigns the charge to two fragments, the close pair centred at $-2.875a_0$ and the distant charge at $4a_0$. If $N_r$ electrons sit on the right, the mean position is
\begin{equation}
\bar x=\tfrac12\left[-2.875\,(2-N_r)+4N_r\right]a_0,\qquad
N_r=\frac{2(\bar x/a_0+2.875)}{6.875}.
\end{equation}
This gives $N_r\approx0.9$, 0.4 and 0.2 respectively. In this model the exact reactant is thus close to a one-electron bond on the left and a neutral atom on the right. Both approximations move charge into the bonded pair.

For Hartree--Fock a plausible cause, not tested here, is the single product orbital. If each electron is on the right with probability $p$, independently of the other, both are on the same side with probability $p^2+(1-p)^2\ge\frac12$. The orbital cannot describe one electron on each fragment, and may lower its energy by localizing.

At the midpoint, the computed mean position is zero for all three densities, but the distribution still differs. Within $2a_0$ of the middle charge there are 0.61 electrons in the exact density, 0.84 with local exchange and 0.94 with Hartree--Fock.

\subsection*{The restricted Hartree--Fock density as a substitute}

Judged by the mean position in the reactant and by the electron count near the middle charge at the midpoint, the restricted Hartree--Fock densities resemble the self-consistent ones more than the exact ones. The shifts are $S_R=-1.895$ eV and $S_\ddagger=-0.270$ eV, so the apparent functional-driven part becomes
\begin{equation}
-0.907+(-0.270+1.895)=+0.72\ \text{eV},
\end{equation}
and the apparent density-driven part falls from 1.87 to 0.24 eV. The substitute reverses the sign of one part and hides most of the other, while their sum stays at 0.96 eV. A small change of the barrier on passing from self-consistent to Hartree--Fock densities is therefore no proof that the density-driven error is small. This example concerns restricted densities only. The unrestricted solution, with different orbitals for the two spins, has about one electron on the right in the reactant, and its total density gives apparent parts of $-1.09$ and $+2.05$ eV, with the correct signs.

The linear term of (\ref{shift}) is $-6.52$ eV for the reactant and $-1.03$ eV at the midpoint, each more than three times the full shift. It is the correct initial slope, as a finite-difference test confirms, but these density errors are too large for a first-order estimate. The parabola (\ref{parab}) is nevertheless adequate in this model: $-\tfrac12g''(1)$ is $-2.10$ eV and $-0.38$ eV, against $-2.25$ eV and $-0.38$ eV. The definitions (\ref{F}) and (\ref{D}) do not rely on small density errors and remain valid. The energies and both parts of the error for the spin-restricted calculations are listed in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
distance of outer charges: 8.00 bohr
reactant, position of middle charge: -1.75 bohr
reactant, short bond length: 2.25 bohr
grid spacing: 0.25 bohr; half box: 13.0 bohr
--- reactant
exact energy: -40.6123 eV
LDA-X on its own density: -37.9529 eV
LDA-X on exact density: -35.7006 eV
LDA-X on Hartree-Fock density: -37.5959 eV
Hartree-Fock energy: -38.4119 eV
interacting kinetic energy T: 5.0084 eV
Kohn-Sham kinetic energy Ts[n]: 4.6207 eV
exact Exc[n]: -17.1099 eV
LDA-X exchange energy at n: -12.1982 eV
functional-driven error: 4.9116 eV
density-driven error: -2.2522 eV
density-driven error, line integral: -2.2522 eV
proxy shift, HF density, full: -1.8953 eV
proxy shift, HF density, first order: -6.5161 eV
centre of electron density (exact, LDA-X, HF): 0.210, -1.380, -2.024 bohr
--- barrier structure
exact energy: -39.8777 eV
LDA-X on its own density: -36.2558 eV
LDA-X on exact density: -35.8728 eV
LDA-X on Hartree-Fock density: -36.1430 eV
Hartree-Fock energy: -36.5608 eV
interacting kinetic energy T: 3.4236 eV
Kohn-Sham kinetic energy Ts[n]: 2.5611 eV
exact Exc[n]: -14.8793 eV
LDA-X exchange energy at n: -10.8745 eV
functional-driven error: 4.0049 eV
density-driven error: -0.3830 eV
density-driven error, line integral: -0.3830 eV
proxy shift, HF density, full: -0.2702 eV
proxy shift, HF density, first order: -1.0309 eV
centre of electron density (exact, LDA-X, HF): 0.000, 0.000, 0.000 bohr
electrons within 2 bohr of middle charge, barrier structure:
  exact 0.614, LDA-X 0.836, HF 0.939 (number)
--- barrier
exact barrier: 0.7346 eV
LDA-X barrier, self-consistent: 1.6971 eV
LDA-X barrier on exact densities: -0.1722 eV
LDA-X barrier on HF densities: 1.4529 eV
Hartree-Fock barrier: 1.8510 eV
total LDA-X barrier error: 0.9625 eV
functional-driven part: -0.9068 eV
density-driven part: 1.8692 eV
functional part if HF densities are supplied: 0.7183 eV
density part if HF densities are supplied: 0.2441 eV
misassigned if T replaces Ts[n]: 0.4748 eV
total, functional, density part: 92.9, -87.5, 180.4 kJ/mol
largest change on finer grid: 1.5e-08 eV
\end{verbatim}
